# Jellium Madelung constants of the three cubic lattices

## The problem

Identical point charges $q$ occupy the sites of a lattice, one charge in each primitive cell of volume $V$. A uniform background of charge density $-q/V$ makes every cell neutral. The charges are held fixed. Let

$$L=V^{1/3},\qquad E=-\frac{\alpha q^2}{2L},$$

where $E$ is the electrostatic energy per cell, without the infinite self-energy of the point charge. The second equation defines the Madelung constant $\alpha$.

(a) Find $\alpha$ to four decimals for the simple cubic (sc), face-centred cubic (fcc) and body-centred cubic (bcc) lattices.

(b) For $q^2=1$, express each energy in terms of the radius $r_s$ of a sphere of volume $V$.

Gaussian-type electrostatics is used, so that two charges at distance $r$ have energy $q^2/r$, and energies are in hartree when lengths are in bohr. The length $L$ is not in general the edge $a$ of the conventional cube. That cube contains 1, 4 and 2 sites for sc, fcc and bcc, so $a^3=V,\,4V,\,2V$ and

$$a=L,\qquad a=4^{1/3}L,\qquad a=2^{1/3}L .$$

## A first estimate by scaling

For a given lattice type the only length is $L$, and the energy is quadratic in the charges. Hence $E\propto q^2/L$, and $\alpha$ is a pure number that depends on the lattice type alone. Its sign and size follow from a simple model: replace the cell by a sphere of the same volume with the charge at its centre. Such a sphere is neutral and spherically symmetric, so it has no field outside, and interactions with other spheres are dropped. This is an approximation: spheres of volume $V$ centred on the sites overlap in some places and leave gaps in others.

Take $q=1$. The background density has magnitude $3/(4\pi r_s^3)$. Its attraction to the central charge is

$$-\int_0^{r_s}\frac{3}{4\pi r_s^3}\,\frac1r\,4\pi r^2\,dr=-\frac{3}{r_s^3}\,\frac{r_s^2}{2}=-\frac{3}{2r_s}.$$

The repulsion of the background with itself is found by building it up in shells. When the radius has reached $r$, the charge present has magnitude $(r/r_s)^3$, and the next shell brings $3r^2dr/r_s^3$:

$$\int_0^{r_s}\frac{(r/r_s)^3}{r}\,\frac{3r^2}{r_s^3}\,dr=\frac{3}{r_s^6}\,\frac{r_s^5}{5}=\frac{3}{5r_s}.$$

The sum is $E\approx-\tfrac{9}{10}/r_s$. To turn this into $\alpha$, use

$$L^3=\frac{4\pi}{3}r_s^3\quad\Rightarrow\quad \frac{L}{r_s}=\left(\frac{4\pi}{3}\right)^{1/3}=1.611992 .$$

Since $\alpha=-2LE$, the estimate is $\alpha\approx 1.8\times1.611992=2.9016$ for all three lattices. The model cannot tell them apart.

## The exact solution

### Energy from a periodic potential

The charge density in the cell around the origin is $\rho(\mathbf r)=q\,\delta(\mathbf r)-q/V$. Choose cells with the full cubic symmetry about their charge, such as the Wigner–Seitz cells. Each is neutral and, by symmetry, has no dipole, no traceless quadrupole and no octupole. The potential of a distant cell therefore falls at least as fast as $R^{-5}$. The number of cells between $R$ and $R+dR$ grows as $R^2dR$, so the sum over cells converges absolutely, and deep inside a large crystal the potential $\phi$ is periodic.

The energy per cell is half the integral of density times potential. At the point charge, its own $q/r$ is removed from $\phi$, which leaves the value $\phi'(0)$:

$$E=\frac12\left[q\,\phi'(0)-\frac{q}{V}\int_{\rm cell}\phi\,d^3r\right].$$

Adding a constant $c$ to the potential changes the bracket by $qc-(q/V)cV=0$. We may therefore choose the constant so that $\phi$ has zero average over the cell. The second term then vanishes, and

$$E=\frac{q^2}{2}\,v,\qquad v=\frac{\phi'(0)}{q},\qquad \alpha=-Lv .$$

What remains is to find $v$ for $q=1$.

### Splitting the Coulomb potential

The sum of $1/R$ over the sites diverges by itself; it makes sense only together with the background. Ewald's method separates it into two rapidly converging sums. For any $\eta>0$,

$$\frac1r=\frac{\operatorname{erfc}(\eta r)}{r}+\frac{\operatorname{erf}(\eta r)}{r},\qquad \operatorname{erf}(x)=\frac{2}{\sqrt\pi}\int_0^x e^{-t^2}dt,$$

with $\operatorname{erfc}=1-\operatorname{erf}$. The first part is short-ranged. The second is smooth, and it is the potential of a Gaussian charge. To see this, apply the radial Laplacian:

$$\frac1r\frac{d^2}{dr^2}\operatorname{erf}(\eta r)=\frac1r\frac{d}{dr}\left(\frac{2\eta}{\sqrt\pi}e^{-\eta^2r^2}\right)=-\frac{4\eta^3}{\sqrt\pi}e^{-\eta^2r^2}=-4\pi\, n(r),$$

$$n(r)=\frac{\eta^3}{\pi^{3/2}}e^{-\eta^2r^2}.$$

This is Poisson's equation for the density $n$, whose total charge is 1. Its Fourier transform is a product of three one-dimensional integrals. Completing the square in each exponent gives

$$\int_{-\infty}^{\infty} \frac{\eta}{\sqrt\pi}\,e^{-\eta^2x^2-iG_xx}\,dx=e^{-G_x^2/4\eta^2},$$

so the transform of $n$ is $e^{-G^2/4\eta^2}$. One Gaussian on every site gives a periodic density with Fourier coefficients $e^{-G^2/4\eta^2}/V$ at the reciprocal lattice vectors $\mathbf G$. The background cancels the coefficient at $\mathbf G=0$. For the others, Poisson's equation $G^2\phi_{\mathbf G}=4\pi\rho_{\mathbf G}$ gives the potential. Altogether

$$\phi(\mathbf r)=\sum_{\mathbf R}\frac{\operatorname{erfc}(\eta|\mathbf r-\mathbf R|)}{|\mathbf r-\mathbf R|}+\frac{4\pi}{V}\sum_{\mathbf G\ne0}\frac{e^{-G^2/4\eta^2}}{G^2}e^{i\mathbf G\cdot\mathbf r}+C .$$

As a check on the sources, the first sum belongs to point charges minus Gaussians, and the second to Gaussians minus the uniform density $1/V$. The Gaussians cancel and the required density remains.

### The two constants

The constant $C$ is fixed by the zero average. The second sum already averages to zero. Averaging the first sum over one cell, with contributions from all sites, is the same as integrating one term over all space and dividing by $V$. With $x=\eta r$,

$$\frac1V\int\frac{\operatorname{erfc}(\eta r)}{r}\,d^3r=\frac{4\pi}{\eta^2V}\int_0^\infty x\operatorname{erfc}(x)\,dx .$$

Integration by parts, with $\operatorname{erfc}'(x)=-2e^{-x^2}/\sqrt\pi$ and a vanishing boundary term, gives

$$\int_0^\infty x\operatorname{erfc}(x)\,dx=\frac{1}{\sqrt\pi}\int_0^\infty x^2e^{-x^2}dx=\frac1{\sqrt\pi}\,\frac{\sqrt\pi}{4}=\frac14 .$$

The average is $\pi/(\eta^2V)$, and so $C=-\pi/(\eta^2V)$.

The second constant comes from removing the charge's own potential. In the term $\mathbf R=0$,

$$\frac{\operatorname{erfc}(\eta r)}{r}-\frac1r=-\frac{\operatorname{erf}(\eta r)}{r}\;\longrightarrow\;-\frac{2\eta}{\sqrt\pi}\qquad(r\to0),$$

because $\operatorname{erf}(x)\approx 2x/\sqrt\pi$ for small $x$. Therefore

$$v=\sum_{\mathbf R\neq0}\frac{\operatorname{erfc}(\eta R)}{R}+\frac{4\pi}{V}\sum_{\mathbf G\neq0}\frac{e^{-G^2/4\eta^2}}{G^2}-\frac{\pi}{\eta^2V}-\frac{2\eta}{\sqrt\pi}.$$

The value of $v$ does not depend on $\eta$. If two periodic potentials have the same density, their difference $d$ satisfies $G^2d_{\mathbf G}=0$. Only $d_0$ could then differ from zero, and the zero average excludes that too. The parameter $\eta$ merely moves work between the two sums: a large value shortens the real-space sum and lengthens the reciprocal one.

### A form for hand calculation

Set $L=1$, hence $V=1$, and choose $\eta=\sqrt\pi$. The two constants become $-1$ and $-2$. Write $\mathbf G=2\pi\mathbf m$. Since $e^{i\mathbf G\cdot\mathbf R}=1$, the vectors $\mathbf m$ are those for which $\mathbf m\cdot\mathbf R$ is an integer for every lattice vector $\mathbf R$. They form the dual lattice. Each reciprocal term becomes

$$4\pi\,\frac{e^{-4\pi^2m^2/4\pi}}{4\pi^2m^2}=\frac{e^{-\pi m^2}}{\pi m^2}.$$

With $\alpha=-v$,

$$\alpha=3-A-B,\qquad A=\sum_{\mathbf R\ne0}\frac{\operatorname{erfc}(\sqrt\pi R)}{R},\qquad B=\sum_{\mathbf m\ne0}\frac{e^{-\pi m^2}}{\pi m^2}.$$

Here $A$ runs over the lattice itself and $B$ over its dual.

For sc with $a=1$, the vectors $\mathbf m$ have integer components, so the lattice is its own dual. For fcc, primitive vectors are $\tfrac a2(0,1,1)$, $\tfrac a2(1,0,1)$ and $\tfrac a2(1,1,0)$. Writing $\mathbf m=(x,y,z)/a$, the conditions are that $y+z$, $x+z$ and $x+y$ be even integers. Then $x=\tfrac12[(x+y)+(x+z)-(y+z)]$ is an integer, likewise $y$ and $z$, and all three have the same parity. These points form a bcc lattice of cube edge $2/a$. Its volume per site is $\tfrac12(2/a)^3=4/a^3=1$, since $a^3=4$. The dual of the unit-volume fcc lattice is thus the unit-volume bcc lattice. The relation "$\mathbf m\cdot\mathbf R$ is an integer" is symmetric between the two lattices, so the dual of bcc is fcc.

### The shells

The sites nearest to the origin are grouped by distance $d$, with $N$ sites in each shell.

- sc: the vectors of type $(1,0,0)$, $(1,1,0)$, $(1,1,1)$, times $a$, number 6, 12 and 8.
- fcc: the sites are $\tfrac a2(i,j,k)$ with $i+j+k$ even. The types $(1,1,0)$, $(2,0,0)$, $(2,1,1)$ number 12, 6 and 24.
- bcc: the sites are $\tfrac a2(i,j,k)$ with $i,j,k$ of equal parity. The types $(1,1,1)$, $(2,0,0)$, $(2,2,0)$ number 8, 6 and 12.

In the table, the third column is the shell's contribution to $A$ for the named lattice. The fourth is $N e^{-\pi d^2}/(\pi d^2)$ with the same distances. It contributes to $B$ of the lattice whose dual is the named one.

| Shell | $d$, $N$ | $A$ term | $B$ term |
|---|---|---|---|
| sc 1 | 1.000000, 6 | 0.0731333 | 0.0825325 |
| sc 2 | 1.414214, 12 | 0.0033326 | 0.0035666 |
| sc 3 | 1.732051, 8 | 0.0000653 | 0.0000685 |
| fcc 1 | 1.122462, 12 | 0.0523751 | 0.0579004 |
| fcc 2 | 1.587401, 6 | 0.0002616 | 0.0002764 |
| fcc 3 | 1.944161, 24 | 0.0000135 | 0.0000141 |
| bcc 1 | 1.091124, 8 | 0.0457308 | 0.0507964 |
| bcc 2 | 1.259921, 6 | 0.0075610 | 0.0082130 |
| bcc 3 | 1.781797, 12 | 0.0000536 | 0.0000561 |

The column sums are 0.0765312 and 0.0861676 for sc, 0.0526502 and 0.0581909 for fcc, and 0.0533454 and 0.0590655 for bcc. The second sums of fcc and bcc must be exchanged when they are used:

$$\alpha_{\rm sc}\approx3-0.0765312-0.0861676=2.837301,$$

$$\alpha_{\rm fcc}\approx3-0.0526502-0.0590655=2.888284,$$

$$\alpha_{\rm bcc}\approx3-0.0533454-0.0581909=2.888464 .$$

All omitted terms are positive and enter with a minus sign, so these values are slightly too large. The converged sums are 2.837297, 2.888282 and 2.888462; the three-shell values exceed them by at most $4\times10^{-6}$. To four decimals, the answer to (a) is

$$\alpha_{\rm sc}=2.8373,\qquad \alpha_{\rm fcc}=2.8883,\qquad \alpha_{\rm bcc}=2.8885 .$$

The numerical check also obtains all three constants without Ewald's splitting, from sums of a screened potential $e^{-\mu r}/r$ extrapolated to $\mu=0$. They agree within $5\times10^{-6}$.

### What the zero average does

For sc one can also add the bare Coulomb potentials of neutral cubes, each a unit charge in its cube of background. With $L=1$ the potential at a charge, without its own $1/r$, comes out as $-2.313699$. This is not $-\alpha$, because the potential built in this way has a nonzero cell average.

That average is the integral of one cube's potential over all space, divided by $V$. The integral is the Fourier transform $4\pi\tilde\rho(\mathbf k)/k^2$ at $k\to0$. Expanding $e^{-i\mathbf k\cdot\mathbf r}$ in $\tilde\rho$, the zeroth and first orders vanish because the cube has no charge and no dipole. In second order, cubic symmetry replaces $(\mathbf k\cdot\mathbf r)^2$ by $k^2r^2/3$, so that $\tilde\rho\approx-\tfrac{k^2}{6}\int\rho r^2d^3r$ and

$$\bar\phi=-\frac{2\pi}{3V}\int\rho\,r^2\,d^3r .$$

The point charge sits at $r=0$ and contributes nothing. The background gives $-3\int_{-1/2}^{1/2}x^2dx=-\tfrac14$. Hence $\bar\phi=\pi/6=0.523599$. The energy formula contains $\phi'(0)-\bar\phi=-2.313699-0.523599=-2.83730$, in agreement with $-\alpha_{\rm sc}$. Half the bare site potential alone would leave out the energy of the background in the total potential.

### Energies in terms of $r_s$

Inserting $L=(4\pi/3)^{1/3}r_s$ into the definition of $\alpha$ with $q^2=1$ gives

$$E\,r_s=-\frac{\alpha}{2(4\pi/3)^{1/3}}=-\frac{\alpha}{2\times1.611992}.$$

One hartree is two rydberg, and the answer to (b) is:

| Lattice | $E r_s$ (hartree bohr) | $E r_s$ (rydberg bohr) |
|---|---|---|
| sc | $-0.880059$ | $-1.760119$ |
| fcc | $-0.895874$ | $-1.791747$ |
| bcc | $-0.895929$ | $-1.791859$ |

These follow from the converged constants.

## Comparison of the estimate with the exact result

The sphere gave $E r_s=-0.9$ hartree bohr. Relative to the exact magnitudes, it binds too strongly by 2.3% for sc, 0.46% for fcc and 0.45% for bcc. Scaling supplies the dependence on $r_s$ without error, and the sphere supplies most of the coefficient. A plausible reading of the larger error for sc is that its Wigner–Seitz cell, a cube, is farther from a sphere than the cells of the other two lattices. The calculation here does not prove that connection.

The estimate cannot order the lattices, and fcc and bcc differ by very little. The hand form shows how the small difference arises at $\eta=\sqrt\pi$. In the table, both column sums are larger for the bcc distances than for the fcc distances. Because each lattice is the dual of the other, the bcc distances enter $A$ for bcc but $B$ for fcc. The differences in $A$ and $B$ therefore have opposite signs:

$$\alpha_{\rm bcc}-\alpha_{\rm fcc}\approx(0.0526502-0.0533454)+(0.0590655-0.0581909)$$

$$=-0.0006952+0.0008746=0.000179 .$$

Four decimals of $\alpha$ suffice to place bcc below fcc in energy, but they give the difference to one figure only.

As an example, take electrons held fixed on the sites with $r_s=100$ bohr, so that $L=161.1992$ bohr. The energies per electron are $-0.00880059$ hartree for sc, $-0.00895874$ hartree for fcc and $-0.00895929$ hartree for bcc. The last two differ by $5.6\times10^{-7}$ hartree.

This ordering holds for static charges. Real electrons also have zero-point motion. In the sphere model, an electron displaced by $\mathbf u$ feels only the background within radius $u$, of charge magnitude $(u/r_s)^3$. The restoring force is $(u/r_s)^3/u^2=u/r_s^3$, and for unit mass the frequency is $\omega=r_s^{-3/2}$. At $r_s=100$ this is $10^{-3}$ hartree, more than a thousand times the static fcc–bcc difference. The zero-point energy of this three-dimensional oscillator is $\tfrac32\omega=1.5\times10^{-3}$ hartree. In a lattice the electrons vibrate collectively, so this is only an estimate of the size. A relative difference of about $5.6\times10^{-7}/1.5\times10^{-3}\approx4\times10^{-4}$ between the zero-point energies of the two lattices would therefore already equal the static difference. For fcc and bcc, which are stable against small displacements, the static term falls as $1/r_s$ and the zero-point term as $r_s^{-3/2}$. The electrostatic ordering of these two therefore decides in the limit of very large $r_s$; at a finite $r_s$ their vibrational energies have to be computed as well. In the harmonic approximation, averaging over the phonon modes gives about $1.333\,r_s^{-3/2}$ hartree for fcc and $1.329\,r_s^{-3/2}$ hartree for bcc. At $r_s=100$ their difference, about $4.7\times10^{-6}$ hartree, also favours bcc and is roughly eight times the static one; the static difference becomes the larger only beyond $r_s\approx7\times10^3$. At $r_s=100$ the harmonic root-mean-square displacement is nearly 0.3 of the nearest-neighbour distance. Anharmonic terms then matter and a real electron crystal is close to melting, so the numbers at this $r_s$ illustrate sizes and do not settle the phase. The sc lattice is unstable once the charges are free to move, so its energy here has a meaning only for charges held fixed.

## Computed values

```
Shell tables: L = 1, eta = sqrt(pi); distances in L, terms in 1/L
real term: N erfc(sqrt(pi) d)/d; dual term: N exp(-pi d^2)/(pi d^2)
sc: cube edge a = 1.000000 L
  d = 1.000000, N =  6, real 0.0731333, dual 0.0825325
  d = 1.414214, N = 12, real 0.0033326, dual 0.0035666
  d = 1.732051, N =  8, real 0.0000653, dual 0.0000685
  three-shell sums: real 0.0765312, dual 0.0861676
fcc: cube edge a = 1.587401 L
  d = 1.122462, N = 12, real 0.0523751, dual 0.0579004
  d = 1.587401, N =  6, real 0.0002616, dual 0.0002764
  d = 1.944161, N = 24, real 0.0000135, dual 0.0000141
  three-shell sums: real 0.0526502, dual 0.0581909
bcc: cube edge a = 1.259921 L
  d = 1.091124, N =  8, real 0.0457308, dual 0.0507964
  d = 1.259921, N =  6, real 0.0075610, dual 0.0082130
  d = 1.781797, N = 12, real 0.0000536, dual 0.0000561
  three-shell sums: real 0.0533454, dual 0.0590655
sc: alpha, three shells = 2.837301 (dimensionless)
sc: alpha, converged = 2.837297 (dimensionless)
sc: alpha, screened limit = 2.837298
fcc: alpha, three shells = 2.888284 (dimensionless)
fcc: alpha, converged = 2.888282 (dimensionless)
fcc: alpha, screened limit = 2.888283
bcc: alpha, three shells = 2.888464 (dimensionless)
bcc: alpha, converged = 2.888462 (dimensionless)
bcc: alpha, screened limit = 2.888462
sc neutral cubes: bare potential = -2.313699 1/L
sc neutral cubes: cell average = 0.523599 1/L
sc neutral cubes: alpha = 2.837297 (dimensionless)
L/r_s = 1.611992 (dimensionless)
sc: E r_s = -0.880059 hartree bohr = -1.760119 rydberg bohr
fcc: E r_s = -0.895874 hartree bohr = -1.791747 rydberg bohr
bcc: E r_s = -0.895929 hartree bohr = -1.791859 rydberg bohr
neutral sphere: E r_s = -0.900000 hartree bohr
Example: r_s = 100.0 bohr, L = 161.1992 bohr
sc: energy per electron = -0.00880059 hartree
fcc: energy per electron = -0.00895874 hartree
bcc: energy per electron = -0.00895929 hartree
E(fcc) - E(bcc) = 5.564e-07 hartree
alpha(bcc) - alpha(fcc) = 0.000179
```
